**Jamming of random adsorption with nearest-neighbour exclusion**

The program studies the coverage $\theta$ of a periodic square lattice as a function of $y=1-e^{-D}$, where $D$ is the number of adsorption attempts per site. It asserts that the growth series $\theta=\sum_m(-1)^{m-1}a_my^m/m!$, with $a_m$ the number of ordered ways to grow an $m$-site cluster, equals an exact recursion on the $4\times4$ torus; both give 509/1320. One-pass simulation is asserted to agree with that value, and on a $400\times400$ lattice with the Padé-resummed infinite-lattice series at four values of $y$. The output gives a jamming coverage of $0.3640\pm0.0002$ from simulation and 0.3642 from the highest approximant, against the ordered limit of 1/2. Further assertions cover the exclusion rule, jamming, the bond-count formula and the agreement between $L=20$ and $L=400$. For a model Cd pulse on CdTe(001) with rough parameters, the frozen coverage is 0.363, or 0.118 nm per cycle. A separate simulation at the same dose asserts that hopping raises the coverage; it reaches 0.476 at 100 hop attempts per adsorption attempt. The estimated ratio at 550 K is about $10^4$, so the frozen value is a reference and not a prediction for real Cd.

## Verification by program

```python
"""
Irreversible adsorption with nearest-neighbour exclusion, periodic square lattice.

Result under test: random filling jams at a coverage near 0.364, below 1/2.
Exact series: theta(y) = sum_m (-1)^(m-1) a_m y^m / m!
  theta : occupied fraction of the sites
  y     : fraction of sites attempted at least once, y = 1 - exp(-dose)
  dose  : mean number of adsorption attempts per site
  a_m   : ordered ways to grow an m-site cluster from one fixed site
The series is compared with direct simulation and with an exact recursion.
"""
from fractions import Fraction
from functools import lru_cache
from math import exp, factorial, log, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.interpolate import pade

rng = np.random.default_rng(20240611)


def neighbour_table(size):
    return [(((r + 1) % size) * size + c, ((r - 1) % size) * size + c,
             r * size + (c + 1) % size, r * size + (c - 1) % size)
            for r in range(size) for c in range(size)]


def one_pass(table):
    """Visit every site once in random order; record coverage at each quarter."""
    n = len(table)
    order = rng.permutation(n).tolist()
    blocked = bytearray(n)
    adsorbed = []
    record = []
    for quarter in range(4):
        for site in order[quarter * n // 4:(quarter + 1) * n // 4]:
            if not blocked[site]:
                adsorbed.append(site)
                a, b, c, d = table[site]
                blocked[a] = blocked[b] = blocked[c] = blocked[d] = 1
        record.append(len(adsorbed) / n)
    return record, adsorbed


def mean_and_error(samples):
    samples = np.asarray(samples)
    return samples.mean(axis=0), samples.std(axis=0, ddof=1) / sqrt(len(samples))


def infinite_growth_counts(terms):
    """Count growth histories with translated clusters stored as bit masks."""
    width = 16
    first_column = sum(1 << (row * width) for row in range(width))
    clusters = {1 << (width + 1): 1}
    counts = [1]
    while True:
        total = 0
        grown = {}
        last = len(counts) == terms - 1
        for cluster, histories in clusters.items():
            edge = ((cluster << 1) | (cluster >> 1) | (cluster << width)
                    | (cluster >> width)) & ~cluster
            total += histories * edge.bit_count()
            if last:
                continue
            while edge:
                cell = edge & -edge
                edge ^= cell
                new = cluster | cell
                if cell & first_column:
                    new <<= 1
                if cell < (1 << width):
                    new <<= width
                grown[new] = grown.get(new, 0) + histories
        counts.append(total)
        if last:
            return counts
        clusters = grown


# ---- exact values on the 4 x 4 torus by two different roads ----
small_table = neighbour_table(4)
small_masks = [sum(1 << j for j in row) for row in small_table]


@lru_cache(maxsize=None)
def expected_number(available):
    """Mean number of further adsorptions, given the mask of allowed sites."""
    if available == 0:
        return Fraction(0)
    choices = [i for i in range(16) if available >> i & 1]
    later = sum(expected_number(available & ~(small_masks[i] | 1 << i))
                for i in choices)
    return 1 + later / len(choices)


exact_small = expected_number((1 << 16) - 1) / 16
torus_counts = []
clusters = {1: 1}
while clusters:
    torus_counts.append(sum(clusters.values()))
    grown = {}
    for cluster, histories in clusters.items():
        edge = 0
        for i in range(16):
            if cluster >> i & 1:
                edge |= small_masks[i]
        edge &= ~cluster
        while edge:
            cell = edge & -edge
            edge ^= cell
            grown[cluster | cell] = grown.get(cluster | cell, 0) + histories
    clusters = grown
series_small = sum(Fraction((-1) ** m * a, factorial(m + 1))
                   for m, a in enumerate(torus_counts))
assert series_small == exact_small
small_mean, small_error = mean_and_error(
    [one_pass(small_table)[0][3] for _ in range(20000)])
assert abs(small_mean - float(exact_small)) < 5 * small_error

# ---- infinite-lattice series and its resummation ----
growth = infinite_growth_counts(13)
assert growth[:3] == torus_counts[:3] and growth[3] != torus_counts[3]
assert all(a <= 2 ** m * factorial(m + 1) for m, a in enumerate(growth))
coefficients = [(-1) ** m * a / factorial(m + 1) for m, a in enumerate(growth)]
partial_sums = np.cumsum(coefficients)


def resummed(y, order=6):
    top, bottom = pade(coefficients, order, order)
    return float(y * top(y) / bottom(y))


pade_values = {order: resummed(1.0, order) for order in (2, 3, 4, 5, 6)}
assert abs(pade_values[6] - pade_values[5]) < 1e-3

# ---- large-lattice simulation ----
large_size, large_runs = 400, 16
large_table = neighbour_table(large_size)
records = []
for _ in range(large_runs):
    record, adsorbed = one_pass(large_table)
    records.append(record)
simulated, simulation_error = mean_and_error(records)
fractions_visited = (0.25, 0.5, 0.75, 1.0)
# The tolerance covers several standard errors and the resummation error.
for y, value in zip(fractions_visited, simulated):
    assert abs(value - resummed(y)) < 6e-4
assert abs(simulated[3] - 0.364) < 1e-3

medium_table = neighbour_table(20)
medium_mean, medium_error = mean_and_error(
    [one_pass(medium_table)[0][3] for _ in range(1000)])
assert abs(medium_mean - simulated[3]) < 5 * sqrt(
    medium_error ** 2 + simulation_error[3] ** 2)

# ---- exclusion, jamming and the bond count in the last configuration ----
occupied = np.zeros(large_size ** 2, dtype=int)
occupied[adsorbed] = 1
occupied = occupied.reshape(large_size, large_size)
touching = sum(np.roll(occupied, shift, axis)
               for shift in (-1, 1) for axis in (0, 1))
assert touching[occupied == 1].max() == 0
assert touching[occupied == 0].min() >= 1
empty_histogram = np.bincount(touching[occupied == 0], minlength=5)
empty_histogram = empty_histogram / empty_histogram.sum()
mean_touching = touching[occupied == 0].mean()
assert abs(occupied.mean() - mean_touching / (4 + mean_touching)) < 1e-12

# ---- worked example: Cd pulse on CdTe(001), rough typical values ----
lattice_nm = 0.648
substrate_K, vapour_K = 550.0, 500.0
pressure_Torr, pulse_s = 2e-6, 8.0
cadmium_mass_u = 112.4
prefactor = 1e13
hop_eV, desorb_eV, excess_eV = 1.0, 1.9, 1.2
boltzmann_eV = const.k / const.e

site_density = 2 / (lattice_nm * 1e-7) ** 2
flux = pressure_Torr * const.torr / sqrt(
    2 * pi * cadmium_mass_u * const.atomic_mass * const.k * vapour_K) * 1e-4
attempt_rate = flux / site_density
dose = attempt_rate * pulse_s
visited = 1 - exp(-dose)
pulse_coverage = resummed(visited)
layer_nm = lattice_nm / 2


def thermal_rate(barrier_eV, temperature_K):
    return prefactor * exp(-barrier_eV / (boltzmann_eV * temperature_K))


hop_rate = thermal_rate(hop_eV, substrate_K)
desorbed_fraction = 1 - exp(-thermal_rate(desorb_eV, substrate_K) * pulse_s)
excess_time = 1 / thermal_rate(excess_eV, substrate_K)
one_hop_K = hop_eV / (boltzmann_eV * log(prefactor * pulse_s))
cold_excess_time = 1 / thermal_rate(excess_eV, one_hop_K)
assert hop_rate / attempt_rate > 100
assert desorbed_fraction < 0.01
assert excess_time < 0.1 * pulse_s and cold_excess_time > 10 * pulse_s


# ---- effect of mobility at the dose of the example ----
def mobile_pulse(table, hops_per_attempt):
    """Repeated random attempts, with hops that keep the exclusion rule."""
    n = len(table)
    filled = bytearray(n)
    crowd = [0] * n
    for site in rng.integers(n, size=round(dose * n)).tolist():
        if not filled[site] and crowd[site] == 0:
            filled[site] = 1
            for j in table[site]:
                crowd[j] += 1
        if hops_per_attempt:
            probes = rng.integers(n, size=hops_per_attempt).tolist()
            directions = rng.integers(4, size=hops_per_attempt).tolist()
            for start, direction in zip(probes, directions):
                if filled[start]:
                    target = table[start][direction]
                    if crowd[target] == 1:
                        filled[start] = 0
                        filled[target] = 1
                        for j in table[start]:
                            crowd[j] -= 1
                        for j in table[target]:
                            crowd[j] += 1
    return sum(filled) / n


mobile_table = neighbour_table(60)
mobile = {ratio: float(np.mean([mobile_pulse(mobile_table, ratio)
                                for _ in range(3)]))
          for ratio in (0, 1, 10, 100)}
# Three 60 x 60 samples have a statistical error of order 0.001.
assert abs(mobile[0] - pulse_coverage) < 0.006
assert mobile[0] + 0.02 < mobile[100] <= 0.5

# ---- printed results ----
print("4x4 torus, exact mean coverage:", exact_small, f"= {float(exact_small):.6f}")
print(f"4x4 torus, one-pass simulation: {small_mean:.5f} +- {small_error:.5f}")
print("4x4 torus growth counts a_1..a_4:", torus_counts[:4])
print("infinite lattice a_1..a_7:", growth[:7])
print("infinite lattice a_8..a_13:", growth[7:])
print("raw partial sums at y=1, 11 to 13 terms:",
      ", ".join(f"{s:.2f}" for s in partial_sums[-3:]))
for order, value in pade_values.items():
    print(f"jamming coverage, Pade [{order}/{order}] of theta/y: {value:.6f}")
print(f"large simulation: L = {large_size}, runs = {large_runs}")
for y, value, error in zip(fractions_visited, simulated, simulation_error):
    print(f"y = {y:.2f}: simulated {value:.5f} +- {error:.5f}, "
          f"series {resummed(y):.5f}")
print(f"L = 20, 1000 runs, jamming coverage: {medium_mean:.5f} +- {medium_error:.5f}")
print("empty sites with 1,2,3,4 occupied neighbours, fraction:",
      ", ".join(f"{x:.4f}" for x in empty_histogram[1:]))
print(f"mean occupied neighbours of an empty site: {mean_touching:.4f}")
print(f"coverage of that configuration: {occupied.mean():.5f}")
print(f"CdTe lattice constant (rough): {lattice_nm:.3f} nm")
print(f"substrate and vapour temperature: {substrate_K:.0f} K, {vapour_K:.0f} K")
print(f"Cd pressure and pulse: {pressure_Torr:.1e} Torr, {pulse_s:.1f} s")
print(f"Cd atomic mass: {cadmium_mass_u:.1f} u")
print(f"surface site density: {site_density:.3e} cm^-2")
print(f"Cd flux: {flux:.3e} cm^-2 s^-1")
print(f"attempt rate per site: {attempt_rate:.4f} s^-1")
print(f"dose: {dose:.3f} attempts per site")
print(f"fraction of sites attempted: {visited:.5f}")
print(f"frozen coverage after pulse: {pulse_coverage:.5f}")
print(f"shortfall from jamming: {resummed(1.0) - pulse_coverage:.5f}")
print(f"full CdTe layer thickness: {layer_nm:.4f} nm")
print(f"growth per cycle, frozen pulse: {pulse_coverage * layer_nm:.4f} nm")
print(f"growth per cycle, frozen and jammed: {resummed(1.0) * layer_nm:.4f} nm")
print(f"growth per cycle, ordered half layer: {0.5 * layer_nm:.4f} nm")
print(f"assumed rate prefactor: {prefactor:.1e} s^-1")
print(f"assumed barriers, hop/desorb/excess: "
      f"{hop_eV:.1f}, {desorb_eV:.1f}, {excess_eV:.1f} eV")
print(f"hop rate at substrate temperature: {hop_rate:.2e} s^-1")
print(f"hop attempts per adsorption attempt: {hop_rate / attempt_rate:.2e}")
print(f"bound Cd desorbed during pulse, fraction: {desorbed_fraction:.2e}")
print(f"residence time of excess Cd: {excess_time:.2e} s")
print(f"temperature for one hop per pulse: {one_hop_K:.0f} K")
print(f"residence time of excess Cd there: {cold_excess_time:.2e} s")
for ratio, value in mobile.items():
    print(f"coverage at same dose, hop/adsorption ratio {ratio}: {value:.4f}")
print("no test failed")
```

It prints:

```
4x4 torus, exact mean coverage: 509/1320 = 0.385606
4x4 torus, one-pass simulation: 0.38488 +- 0.00074
4x4 torus growth counts a_1..a_4: [1, 4, 24, 168]
infinite lattice a_1..a_7: [1, 4, 24, 176, 1504, 14560, 156768]
infinite lattice a_8..a_13: [1852512, 23783264, 329070176, 4874845920, 76898357216, 1285734871520]
raw partial sums at y=1, 11 to 13 terms: 70.12, -90.42, 116.06
jamming coverage, Pade [2/2] of theta/y: 0.365385
jamming coverage, Pade [3/3] of theta/y: 0.363700
jamming coverage, Pade [4/4] of theta/y: 0.363996
jamming coverage, Pade [5/5] of theta/y: 0.364127
jamming coverage, Pade [6/6] of theta/y: 0.364194
large simulation: L = 400, runs = 16
y = 0.25: simulated 0.16753 +- 0.00011, series 0.16754
y = 0.50: simulated 0.25619 +- 0.00011, series 0.25620
y = 0.75: simulated 0.31637 +- 0.00015, series 0.31650
y = 1.00: simulated 0.36401 +- 0.00015, series 0.36419
L = 20, 1000 runs, jamming coverage: 0.36450 +- 0.00038
empty sites with 1,2,3,4 occupied neighbours, fraction: 0.2707, 0.3645, 0.1771, 0.1877
mean occupied neighbours of an empty site: 2.2819
coverage of that configuration: 0.36325
CdTe lattice constant (rough): 0.648 nm
substrate and vapour temperature: 550 K, 500 K
Cd pressure and pulse: 2.0e-06 Torr, 8.0 s
Cd atomic mass: 112.4 u
surface site density: 4.763e+14 cm^-2
Cd flux: 2.964e+14 cm^-2 s^-1
attempt rate per site: 0.6222 s^-1
dose: 4.978 attempts per site
fraction of sites attempted: 0.99311
frozen coverage after pulse: 0.36298
shortfall from jamming: 0.00121
full CdTe layer thickness: 0.3240 nm
growth per cycle, frozen pulse: 0.1176 nm
growth per cycle, frozen and jammed: 0.1180 nm
growth per cycle, ordered half layer: 0.1620 nm
assumed rate prefactor: 1.0e+13 s^-1
assumed barriers, hop/desorb/excess: 1.0, 1.9, 1.2 eV
hop rate at substrate temperature: 6.87e+03 s^-1
hop attempts per adsorption attempt: 1.10e+04
bound Cd desorbed during pulse, fraction: 3.11e-04
residence time of excess Cd: 9.91e-03 s
temperature for one hop per pulse: 362 K
residence time of excess Cd there: 4.83e+03 s
coverage at same dose, hop/adsorption ratio 0: 0.3622
coverage at same dose, hop/adsorption ratio 1: 0.4030
coverage at same dose, hop/adsorption ratio 10: 0.4440
coverage at same dose, hop/adsorption ratio 100: 0.4761
no test failed
```
